**Gaunt interaction in closed-shell Hartree-Fock, PBE and PBE0**

The program tests that the direct energy of the Gaunt operator $-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2/r_{12}$ vanishes for filled Kramers pairs, so that a closed-shell calculation gains only $a$ times the Gaunt exchange energy to first order. Here $\boldsymbol\alpha$ are the Dirac matrices and $a$ is the exact-exchange fraction: 1 in Hartree-Fock, 0.25 in PBE0 and 0 in PBE. All four-component two-electron integrals are assembled from scalar Coulomb integrals in a small Gaussian basis. For neon the program asserts that the PBE energy and levels do not change within stated tolerances, and that the Hartree-Fock and PBE0 shifts match the scaled exchange energy within 1 per cent. It also asserts the pointwise cancellation of currents between time-reversed orbitals, the nonzero direct term after removal of one electron, and the agreement of the two- and four-component levels. Two analytic results serve as independent references: the contact limit for helium and the Dirac 2p splitting at $Z=10$. The output shows Gaunt shifts of 17.51 mEh in Hartree-Fock, 4.39 mEh in PBE0 and zero to rounding in PBE.

## Numerical check

```python
"""Gaunt interaction in four-component closed-shell Kohn-Sham theory.

Result under test: for filled Kramers pairs the direct energy of the Gaunt
operator g = -alpha1.alpha2/r12 vanishes, so a pure density functional is
unchanged by it; a hybrid with exact-exchange fraction a gains only a times
the Gaunt exchange energy, and Hartree-Fock gains all of it.
Symbols: c = speed of light, alpha_k = Dirac matrices, j = sum psi^+ alpha psi
(particle current divided by c), D = density matrix. Hartree atomic units.
Every four-component integral is assembled from scalar Coulomb integrals over
a basis that contains the large functions and their exact derivatives.
"""
import numpy as np
from scipy import constants
from scipy.linalg import block_diag, eigh, eigvalsh
from pyscf import gto, dft

c = 1.0 / constants.fine_structure
hartree_ev = constants.physical_constants["Hartree energy in eV"][0]
Z = 10

# ---------- scalar basis: s and p functions, d only for derivatives of p
n_s, n_p = 9, 6
exps = [float(0.25 * 3.2**k) for k in range(n_s)]
shells = [[0, [a, 1.0]] for a in exps] + [[1, [a, 1.0]] for a in exps]
shells += [[2, [a, 1.0]] for a in exps[:n_p]]
mol = gto.M(atom="Ne 0 0 0", basis={"Ne": shells}, cart=True, verbose=0)
n = mol.nao_nr()
loc = mol.ao_loc_nr()
large, large_l = [], []
for ib in range(mol.nbas):
    l, a = mol.bas_angular(ib), mol.bas_exp(ib)[0]
    if l == 0 or (l == 1 and a < 1.01 * exps[n_p - 1]):
        large += list(range(loc[ib], loc[ib + 1]))
        large_l += [l] * (loc[ib + 1] - loc[ib])
large, large_l = np.array(large), np.array(large_l)
nl = len(large)
S = mol.intor("int1e_ovlp")
T = mol.intor("int1e_kin")[np.ix_(large, large)]
V = mol.intor("int1e_nuc")
bra_grad = mol.intor("int1e_ipovlp", comp=3)
grad = [np.linalg.solve(S, bra_grad[k][large].T) for k in range(3)]
eri = mol.intor("int2e", aosym="s1").reshape(n, n, n, n)
eri_j = eri.reshape(n * n, n * n)
eri_k = eri.transpose(0, 3, 1, 2).reshape(n * n, n * n)

# ---------- Dirac matrices and kinetically balanced four-spinor basis
I2, I4 = np.eye(2), np.eye(4)
sigma = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
alpha = [np.kron(sigma[0], s) for s in sigma]
selector = np.zeros((n, nl))
selector[large, np.arange(nl)] = 1.0
small = sum(np.kron(sigma[k], -1j * grad[k]) for k in range(3)) / (2 * c)
B = block_diag(np.kron(I2, selector), small)
metric = block_diag(np.kron(I2, S[np.ix_(large, large)]),
                    np.kron(I2, T) / (2 * c**2))
metric_from_spinors = B.conj().T @ np.kron(I4, S) @ B
small_error = (metric_from_spinors - metric)[2*nl:, 2*nl:] * 2 * c**2
assert np.abs(small_error).max() < 1e-7 * np.abs(T).max()
T2 = np.kron(I2, T)
kinetic = np.block([[np.zeros_like(T2), T2], [T2, -T2]])
nuclear = B.conj().T @ np.kron(I4, V) @ B
X = np.linalg.inv(np.linalg.cholesky(metric)).T
n_neg = 2 * nl

# ---------- quadrature grid for the functional and for currents
grids = dft.gen_grid.Grids(mol)
grids.level = 3
grids.prune = None
grids.build()
w = grids.weights
ao = dft.numint.eval_ao(mol, grids.coords, deriv=1)


def rotate(orb):
    """alpha_k acting on all orbitals, k = x, y, z."""
    o = orb.reshape(4, n, -1)
    return [np.einsum("ab,bni->ani", a, o).reshape(4 * n, -1) for a in alpha]


def densities(orb, rot):
    """Scalar density matrices of the charge and of the three currents."""
    o = orb.conj().reshape(4, n, -1)
    return np.array([np.einsum("ami,ani->mn", r.reshape(4, n, -1), o).real
                     for r in [orb] + rot])


def coulomb(dens):
    return (eri_j @ dens.reshape(len(dens), -1).T).T.reshape(-1, n, n)


def exchange(M):
    """Exchange matrix of a Hermitian four-component density matrix M."""
    blocks = M.reshape(4, n, 4, n).transpose(0, 2, 1, 3)
    pairs = [(a, b) for a in range(4) for b in range(a, 4)]
    cols = np.array([blocks[a, b].ravel() for a, b in pairs])
    out = (eri_k @ np.concatenate([cols.real, cols.imag]).T).T
    K = np.zeros((4, 4, n, n), complex)
    for i, (a, b) in enumerate(pairs):
        K[a, b] = (out[i] + 1j * out[i + len(pairs)]).reshape(n, n)
        if a != b:
            K[b, a] = K[a, b].conj().T
    return K.transpose(0, 2, 1, 3).reshape(4 * n, 4 * n)


def density_functional(P, xc):
    t = ao[0] @ P
    rho = np.array([(1 if k == 0 else 2) * np.sum(t * ao[k], axis=1)
                    for k in range(4)])
    exc, vxc = dft.libxc.eval_xc(xc, rho, spin=0, deriv=1)[:2]
    vrho, vsigma = vxc[0].reshape(-1), vxc[1].reshape(-1)
    half = ao[0] * (0.5 * w * vrho)[:, None]
    for k in (1, 2, 3):
        half += ao[k] * (2 * w * vsigma * rho[k])[:, None]
    vmat = ao[0].T @ half
    return np.sum(w * rho[0] * exc.reshape(-1)), vmat + vmat.T


def scf(n_el, xc=None, a_x=1.0, gaunt=False, guess=None, charge=Z):
    """Self-consistent field; the Gaunt exchange is scaled by a_x as well."""
    h = kinetic + nuclear * charge / Z
    if guess is None:
        h0 = kinetic + 0.7 * nuclear * charge / Z
        guess = eigh(X.T @ h0 @ X)[1][:, n_neg:n_neg + n_el]
    Y, focks, errors = guess, [], []
    for _ in range(60):
        C = X @ Y
        orb = B @ C
        rot = rotate(orb)
        dens = densities(orb, rot)
        jm = coulomb(dens)
        field = np.kron(I4, jm[0]).astype(complex)
        if gaunt:
            for k in range(3):
                field -= np.kron(alpha[k], jm[k + 1])
        if a_x != 0.0:
            M = orb @ orb.conj().T
            if gaunt:
                M = M - sum(r @ r.conj().T for r in rot)
            field -= a_x * exchange(M)
        energy = (np.vdot(C, h @ C) + 0.5 * np.vdot(orb, field @ orb)).real
        if xc is not None:
            exc, vmat = density_functional(dens[0], xc)
            energy += exc
            field += np.kron(I4, vmat)
        fock = h + B.conj().T @ field @ B
        fock = 0.5 * (fock + fock.conj().T)
        F = X.T @ fock @ X
        DY = Y @ Y.conj().T
        err = F @ DY - DY @ F
        if np.abs(err).max() < 1e-7:
            levels, U = eigh(F)
            return dict(E=energy, e=levels[n_neg:n_neg + n_el], Y=Y,
                        fock=fock, positive=X @ U[:, n_neg:],
                        orb=B @ X @ U[:, n_neg:n_neg + n_el])
        focks, errors = (focks + [F])[-8:], (errors + [err])[-8:]
        m = len(focks)
        A = np.zeros((m + 1, m + 1))
        A[:m, :m] = [[np.vdot(x, y).real for y in errors] for x in errors]
        A[:m, :m] /= A[m - 1, m - 1]
        A[m, :m] = A[:m, m] = 1.0
        rhs = np.zeros(m + 1)
        rhs[m] = 1.0
        weights = np.linalg.lstsq(A, rhs, rcond=1e-14)[0][:m]
        F = sum(x * f for x, f in zip(weights, focks))
        Y = eigh(F)[1][:, n_neg:n_neg + n_el]
    raise AssertionError("self-consistency not reached")


def gaunt_energies(orb):
    """Full direct and exchange expectation values of the Gaunt operator."""
    rot = rotate(orb)
    dens = densities(orb, rot)[1:]
    direct = -0.5 * np.sum(dens * coulomb(dens))
    K = exchange(sum(r @ r.conj().T for r in rot))
    return direct, 0.5 * np.vdot(orb, K @ orb).real


def current_on_grid(orb):
    psi = np.array([ao[0] @ block for block in orb.reshape(4, n, -1)])
    return np.array([np.einsum("agi,ab,bgi->g", psi.conj(), a, psi,
                               optimize=True).real for a in alpha])


def splitting(r):
    return r["e"][6:10].mean() - r["e"][4:6].mean()


def two_component_levels(r, n_el):
    """Spectrum after exact decoupling of the converged Fock matrix."""
    m = 2 * nl
    R = r["positive"][m:] @ np.linalg.inv(r["positive"][:m])
    W = np.vstack([np.eye(m), R])
    h2, s2 = W.conj().T @ r["fock"] @ W, W.conj().T @ metric @ W
    return eigvalsh(0.5 * (h2 + h2.conj().T),
                    0.5 * (s2 + s2.conj().T))[:n_el]


# ---------- Dirac Hamiltonian against the analytic hydrogen-like splitting
p_index = np.flatnonzero(large_l == 1)
idx = np.concatenate([p_index + q * nl for q in range(4)])
h_p = (kinetic + nuclear)[np.ix_(idx, idx)]
lev = eigvalsh(h_p, metric[np.ix_(idx, idx)])[2 * len(p_index):]
split_basis = lev[2:6].mean() - lev[:2].mean()


def dirac_level(kappa):
    gamma = np.sqrt(kappa**2 - (Z / c)**2)
    return c**2 * (1 / np.sqrt(1 + (Z / c / (2 - kappa + gamma))**2) - 1)


split_exact = dirac_level(2) - dirac_level(1)
assert abs(split_basis / split_exact - 1) < 0.10  # finite p basis

# ---------- neon: three models, Gaunt off and on
a_hyb = dft.libxc.hybrid_coeff("pbe0")
hf = scf(10)
hf_g = scf(10, gaunt=True, guess=hf["Y"])
pbe = scf(10, "pbe,pbe", 0.0, guess=hf["Y"])
pbe_g = scf(10, "pbe,pbe", 0.0, gaunt=True, guess=hf_g["Y"])
pbe0 = scf(10, "pbe0", a_hyb, guess=pbe["Y"])
pbe0_g = scf(10, "pbe0", a_hyb, gaunt=True, guess=pbe0["Y"])
shift_hf = hf_g["E"] - hf["E"]
shift_pbe = pbe_g["E"] - pbe["E"]
shift_pbe0 = pbe0_g["E"] - pbe0["E"]
dir_hf, ex_hf = gaunt_energies(hf["orb"])
dir_pbe, ex_pbe = gaunt_energies(pbe["orb"])
dir_pbe0, ex_pbe0 = gaunt_energies(pbe0["orb"])
level_change_pbe = np.abs(pbe_g["e"] - pbe["e"]).max()
assert max(abs(dir_hf), abs(dir_pbe), abs(dir_pbe0)) < 1e-11
assert abs(shift_pbe) < 1e-8 and level_change_pbe < 1e-6
assert ex_hf > 1e-3 and ex_pbe > 1e-3
assert abs(shift_hf / ex_hf - 1) < 0.01           # orbital relaxation
assert abs(shift_pbe0 / (a_hyb * ex_pbe0) - 1) < 0.01
d_split_hf = splitting(hf_g) - splitting(hf)
d_split_pbe = splitting(pbe_g) - splitting(pbe)
d_split_pbe0 = splitting(pbe0_g) - splitting(pbe0)
assert d_split_hf < 0 and abs(d_split_pbe) < 1e-6
assert abs(d_split_pbe0 / d_split_hf - a_hyb) < 0.05  # orbitals differ

# ---------- time reversal and currents, point by point
one = hf["orb"][:, 4:5]
reversed_one = np.kron(np.kron(I2, -1j * sigma[1]), np.eye(n)) @ one.conj()
j_one, j_rev = current_on_grid(one), current_on_grid(reversed_one)
j_all = current_on_grid(hf["orb"])
max_one = np.sqrt((j_one**2).sum(axis=0)).max()
max_all = np.sqrt((j_all**2).sum(axis=0)).max()
assert np.abs(j_one + j_rev).max() < 1e-10 * max_one
overlaps = hf["orb"].conj().T @ np.kron(I4, S) @ reversed_one
assert abs(np.sum(np.abs(overlaps)**2) - 1) < 1e-7
assert max_one > 1e-4 and max_all < 1e-7 * max_one

# ---------- open shell: remove one 2p1/2 electron at frozen orbitals
dir_hole, ex_hole = gaunt_energies(one)
dir_ion, ex_ion = gaunt_energies(np.delete(hf["orb"], 4, axis=1))
assert dir_ion < -1e-9 and abs(dir_ion / dir_hole - 1) < 1e-5
assert abs(dir_hole + ex_hole) < 1e-6 * abs(dir_hole)

# ---------- exact two-component decoupling
dev_2c = max(np.abs(two_component_levels(r, 10) - r["e"]).max()
             for r in (hf_g, pbe_g, pbe0_g))
assert dev_2c < 1e-6

# ---------- helium: exchange against the contact spin-spin limit
he = scf(2, charge=2)
dir_he, ex_he = gaunt_energies(he["orb"])
P_he = densities(he["orb"], rotate(he["orb"]))[0]
rho_he = np.sum((ao[0] @ P_he) * ao[0], axis=1)
contact = np.pi / (2 * c**2) * np.sum(w * rho_he**2)
assert abs(np.sum(w * rho_he) - 2) < 1e-5
assert abs(ex_he / contact - 1) < 3e-3            # higher orders in Z/c

print(f"speed of light: {c:.6f} a.u.")
print(f"s exponents: {n_s}, p exponents: {n_p}, ratio 3.2")
print(f"smallest and largest exponent: {exps[0]:.2f}, {exps[-1]:.1f} a0^-2")
print(f"largest p exponent: {exps[n_p-1]:.2f} a0^-2")
print(f"Z=10 one-electron 2p splitting, basis: {1e3*split_basis:.3f} mEh")
print(f"Z=10 one-electron 2p splitting, exact: {1e3*split_exact:.3f} mEh")
print(f"PBE0 exact-exchange fraction: {a_hyb:.2f}")
for name, off, on in (("HF", hf, hf_g), ("PBE", pbe, pbe_g),
                      ("PBE0", pbe0, pbe0_g)):
    print(f"Ne {name} energy, Gaunt off: {off['E']:.6f} Eh")
    print(f"Ne {name} energy, Gaunt on:  {on['E']:.6f} Eh")
    print(f"Ne {name} 2p splitting, off: {1e3*splitting(off):.4f} mEh")
    print(f"Ne {name} 2p splitting, on:  {1e3*splitting(on):.4f} mEh")
print(f"Gaunt shift HF: {1e3*shift_hf:.4f} mEh = {shift_hf*hartree_ev:.4f} eV")
print(f"Gaunt shift PBE: {shift_pbe:.1e} Eh")
print(f"largest PBE level change: {level_change_pbe:.1e} Eh")
print(f"Gaunt shift PBE0: {1e3*shift_pbe0:.4f} mEh")
print(f"full Gaunt exchange, HF orbitals: {1e3*ex_hf:.4f} mEh")
print(f"full Gaunt exchange, PBE orbitals: {1e3*ex_pbe:.4f} mEh")
print(f"full Gaunt exchange, PBE0 orbitals: {1e3*ex_pbe0:.4f} mEh")
print(f"fraction times PBE0 exchange: {1e3*a_hyb*ex_pbe0:.4f} mEh")
print(f"part missing in PBE0: {1e3*(1-a_hyb)*ex_pbe0:.4f} mEh")
print(f"direct Gaunt energy, closed-shell HF: {dir_hf:.1e} Eh")
print(f"splitting change HF: {1e3*d_split_hf:.4f} mEh")
print(f"splitting change PBE0: {1e3*d_split_pbe0:.4f} mEh")
print(f"ratio of splitting changes PBE0/HF: {d_split_pbe0/d_split_hf:.3f}")
print(f"max current/c, one 2p1/2 electron: {max_one:.2e} a0^-3")
print(f"max current/c, closed shell: {max_all:.1e} a0^-3")
print(f"Ne+ (2p1/2 hole) direct Gaunt: {1e6*dir_ion:.4f} microEh")
print(f"Ne+ (2p1/2 hole) Gaunt exchange: {1e3*ex_ion:.4f} mEh")
print(f"one 2p1/2 electron, direct: {1e6*dir_hole:.4f} microEh")
print(f"one 2p1/2 electron, exchange: {1e6*ex_hole:.4f} microEh")
print(f"largest two-component level deviation: {dev_2c:.1e} Eh")
print(f"He Gaunt exchange, four-component: {1e6*ex_he:.3f} microEh")
print(f"He contact spin-spin limit: {1e6*contact:.3f} microEh")
print("all assertions hold")
```

Running it gives:

```
speed of light: 137.035999 a.u.
s exponents: 9, p exponents: 6, ratio 3.2
smallest and largest exponent: 0.25, 2748.8 a0^-2
largest p exponent: 83.89 a0^-2
Z=10 one-electron 2p splitting, basis: 16.355 mEh
Z=10 one-electron 2p splitting, exact: 16.697 mEh
PBE0 exact-exchange fraction: 0.25
Ne HF energy, Gaunt off: -128.646243 Eh
Ne HF energy, Gaunt on:  -128.628729 Eh
Ne HF 2p splitting, off: 4.4615 mEh
Ne HF 2p splitting, on:  4.0956 mEh
Ne PBE energy, Gaunt off: -128.967163 Eh
Ne PBE energy, Gaunt on:  -128.967163 Eh
Ne PBE 2p splitting, off: 3.7346 mEh
Ne PBE 2p splitting, on:  3.7346 mEh
Ne PBE0 energy, Gaunt off: -128.972375 Eh
Ne PBE0 energy, Gaunt on:  -128.967983 Eh
Ne PBE0 2p splitting, off: 3.9275 mEh
Ne PBE0 2p splitting, on:  3.8510 mEh
Gaunt shift HF: 17.5144 mEh = 0.4766 eV
Gaunt shift PBE: 1.1e-13 Eh
largest PBE level change: 1.1e-07 Eh
Gaunt shift PBE0: 4.3923 mEh
full Gaunt exchange, HF orbitals: 17.5173 mEh
full Gaunt exchange, PBE orbitals: 17.5891 mEh
full Gaunt exchange, PBE0 orbitals: 17.5700 mEh
fraction times PBE0 exchange: 4.3925 mEh
part missing in PBE0: 13.1775 mEh
direct Gaunt energy, closed-shell HF: -9.3e-27 Eh
splitting change HF: -0.3659 mEh
splitting change PBE0: -0.0765 mEh
ratio of splitting changes PBE0/HF: 0.209
max current/c, one 2p1/2 electron: 4.59e-02 a0^-3
max current/c, closed shell: 5.6e-12 a0^-3
Ne+ (2p1/2 hole) direct Gaunt: -17.7387 microEh
Ne+ (2p1/2 hole) Gaunt exchange: 16.5004 mEh
one 2p1/2 electron, direct: -17.7387 microEh
one 2p1/2 electron, exchange: 17.7387 microEh
largest two-component level deviation: 1.5e-11 Eh
He Gaunt exchange, four-component: 63.955 microEh
He contact spin-spin limit: 63.967 microEh
all assertions hold
```
